\section*{In-plane cell strain from dislocation kinetics and an implicit stiff solver}

\section{The cell constraint to be chosen}

An electronic-structure calculation of a film on a thick substrate fixes the two in-plane cell vectors and lets the normal vector and the atoms relax. The user must supply the in-plane strain. A coherent film carries the whole misfit $f$, a fully relaxed film carries none, and an annealed film may lie between them. If dislocations have produced an in-plane plastic strain $e_p$, the elastic strain left in the crystal has magnitude
\begin{equation}
\varepsilon=f-e_p .
\end{equation}
For a film under compression, with calculated relaxed lattice constant $a_0$, the cell should have
\begin{equation}
a_\parallel=a_0(1-\varepsilon).
\label{cell}
\end{equation}
Here $a_0$ must come from the same electronic-structure method. If it exceeds the measured constant by a fraction $\delta$, imposing the measured $a_\parallel$ gives the strain $(1-\varepsilon)/(1+\delta)-1\simeq-\varepsilon-\delta$, hence a spurious compression $\delta$.

The task is to obtain $e_p$ from the anneal. It requires a kinetic model, and a check that distinguishes correct bookkeeping from accurate time integration.

\section{From swept length to plastic strain}

Consider a (001) film of thickness $h$ in a face-centred cubic or diamond lattice. Let $\rho$ be misfit-line length per area, shared equally by two orthogonal arrays. A threading dislocation crosses the film on a $\{111\}$ plane inclined to the interface by $\phi$, with $\cos\phi=1/\sqrt3$ and $\sin\phi=\sqrt{2/3}$. When it glides a distance $L$ it sweeps the slip area $Lh/\sin\phi$. In a film of area $A_0$ and volume $hA_0$, this gives the strain
\begin{equation}
\frac{Lh/\sin\phi}{hA_0}\,
\frac{\mathbf b\otimes\mathbf n+\mathbf n\otimes\mathbf b}{2}.
\end{equation}
Let $\mathbf e$ be the in-plane direction normal to the misfit line. Since $\mathbf n\cdot\mathbf e=\sin\phi$, the strain along $\mathbf e$ is $b_eL/A_0$, where $b_e=|\mathbf b\cdot\mathbf e|$; the thickness cancels. Glide requires $\mathbf b\cdot\mathbf n=0$, so
\begin{equation}
b_e=|b_z|\cot\phi=\frac{b}{\sqrt2}\,\frac1{\sqrt2}=\frac b2
\end{equation}
for the $60^\circ$ dislocations. There are eight such slip systems, two on each of four planes. With equal use their shears cancel. Each array has length density $\rho/2$, hence
\begin{equation}
e_p=\frac{b_e\rho}{2}.
\label{strain}
\end{equation}

Glide of existing threads is not the whole source of strain. A new half-loop also sweeps slip area while it grows down to the interface. Take it as a half-disc of radius $R=h/\sin\phi$. Dividing its area by the slip-plane depth $R$ gives its equivalent misfit length
\begin{equation}
\ell=\frac{\pi R^2/2}{R}=\frac{\pi h}{2\sin\phi}.
\end{equation}
If $S$ is the length swept by threads after birth and $n_J$ the number of loops born, both per area, a film starting with $\rho=0$ obeys
\begin{equation}
\rho=S+\ell n_J,\qquad e_p=\frac{b_e}{2}(S+\ell n_J).
\label{ledger}
\end{equation}
Swept length alone therefore matches plastic strain only if $\ell n_J$ is negligible. Here $\rho$ means swept slip area divided by slip-plane depth; the curved end of a real line may make its geometrical length slightly different.

\section{Driving force and rate equations}

With equal in-plane strains the stress is $M\varepsilon$, where $M=2\mu(1+\nu)/(1-\nu)$ for an isotropic solid with shear modulus $\mu$ and Poisson ratio $\nu$. Two directions contribute, so the elastic energy density is $\frac12\,2M\varepsilon^2=M\varepsilon^2$. In a mean-strain model the energy per area is
\begin{equation}
E=Mh\left(f-\frac{b_e\rho}{2}\right)^2+W\rho,
\end{equation}
with the line energy
\begin{equation}
W=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}\ln\frac{4h}{b}.
\end{equation}
The factor 4 in the logarithm is a core-energy choice. The force on a thread is the energy released per added line length:
\begin{align}
-\frac{dE}{d\rho}&=Mhb_e\left(f-\frac{b_e\rho}{2}\right)-W
=F_0g,\\
F_0&=Mhb_ef-W,\quad g=1-\frac{\rho}{\rho_{\rm eq}},\quad
\rho_{\rm eq}=\frac{2F_0}{Mhb_e^2}.
\end{align}
The model applies for $F_0>0$. The thread has length $h/\sin\phi$, so its excess shear stress is $\tau=F_0g\sin\phi/(bh)$. Glide speed and loop birth rate are both taken linear in $\tau$: they are $gv$ and $gJ$, with initial values $v$ and $J$.

Let $N$ and $T$ be the mobile and trapped threads per area. A moving thread meets $\rho/2$ crossing lines per unit path. If each blocks it with probability $p$, trapping occurs at the rate $gvp\rho/2$ per thread. Trapping is taken as permanent.

Annihilation is restricted here to opposite ends of loops of the same slip system, so each thread has partners in only one of sixteen thread classes. Reactions between different slip systems are left out. Partners on different parallel planes still need cross slip or climb to meet, so the capture width used here is an effective parameter. For capture width $w$ define $a=w/16$. Two mobile partners approach at $2gv$, so each mobile thread disappears at rate $2agvN$. A trapped partner is approached at $gv$, which gives rate $agvT$ and removes one thread of each kind. The misfit lines join, so $\rho$ is not reduced. Collecting terms,
\begin{align}
\dot\rho&=g(vN+\ell J),\label{rho}\\
\dot N&=g\left[2J-vN\left(\frac{p\rho}{2}+2aN+aT\right)\right],\label{N}\\
\dot T&=gvN\left(\frac{p\rho}{2}-aT\right).\label{T}
\end{align}
Adding the last two gives a second balance,
\begin{equation}
N+T=N_0+2n_J-n_A,\qquad \dot n_A=2agvN(N+T),
\label{threads}
\end{equation}
where $n_A$ counts annihilated threads.

\section{The implicit step and what its balance proves}

Write $\mathbf y=(\rho,N,T)$ and $\dot{\mathbf y}=\mathbf f(\mathbf y)$. For a step $\Delta t$, the two-stage Radau IIA method solves
\begin{equation}
\mathbf Y_i=\mathbf y_n+\Delta t\sum_{j=1}^{2}A_{ij}\mathbf f(\mathbf Y_j),
\quad
A=\begin{pmatrix}5/12&-1/12\\3/4&1/4\end{pmatrix}.
\label{stage}
\end{equation}
The last row also contains the step weights $\beta_j$, so $\mathbf y_{n+1}=\mathbf Y_2$. Let $\mathbf r_i$ be the left side minus the right side of (\ref{stage}). Linearizing $\mathbf f$ about the current stages gives the Newton correction:
\begin{equation}
\sum_j\left(\delta_{ij}I-\Delta t\,A_{ij}K(\mathbf Y_j)\right)\delta\mathbf Y_j=-\mathbf r_i .
\end{equation}
To write the Jacobian $K$, set $\mathbf f=g\mathbf P$. The product rule gives
\begin{equation}
K=gD-\frac{1}{\rho_{\rm eq}}\mathbf P\,(1,0,0),
\end{equation}
where $D=\partial\mathbf P/\partial\mathbf y$ is
\begin{equation}
D=v\begin{pmatrix}
0&1&0\\
-pN/2&-(p\rho/2+4aN+aT)&-aN\\
pN/2&p\rho/2-aT&-aN
\end{pmatrix}.
\end{equation}
The three variables should be scaled by typical sizes before the correction is judged small.

After the iteration, accumulate the events with the same stages and weights:
\begin{equation}
\Delta S=\Delta t\sum_j\beta_j(gvN)_j,\qquad
\Delta n_J=\Delta t\sum_j\beta_j(gJ)_j .
\end{equation}
The $\rho$ component of the last stage equation then reads
\begin{equation}
\rho_{n+1}-\rho_n=\Delta S+\ell\Delta n_J+r_{2,\rho}.
\label{gap}
\end{equation}
For converged stages $r_{2,\rho}=0$, and (\ref{ledger}) holds at every step size, apart from rounding. The same argument applies to (\ref{threads}), with $n_A$ accumulated likewise. It uses only linearity of the balance, not smallness of $\Delta t$.

This fixes the meaning of the check. A gap signals unconverged stages, a missing term or inconsistent summation. A closed balance says nothing about time accuracy. Moreover, if $\mathbf y_{n+1}$ is formed from the weighted sum of $\mathbf f(\mathbf Y_j)$ instead of from $\mathbf Y_2$, the gap vanishes even for unconverged stages, and the check loses its power over the Newton iteration.

\section{A relation that detects time error}

Set $\ell=0$ and $T=0$ at $\rho=0$. Dividing (\ref{T}) by (\ref{rho}) removes $g$, $v$ and $N$:
\begin{equation}
\frac{dT}{d\rho}=\frac{p\rho}{2}-aT .
\end{equation}
Multiplication by $e^{a\rho}$ turns this into $d(Te^{a\rho})/d\rho=(p/2)\rho e^{a\rho}$. Integration by parts gives
\begin{equation}
T=\frac p2\left[\frac{\rho}{a}-\frac{1-e^{-a\rho}}{a^2}\right].
\label{path}
\end{equation}
For $a\rho\ll1$ this becomes $T\simeq(p\rho^2/4)(1-a\rho/3)$. The relation contains neither temperature nor speed nor source rate, and it is not linear, so the argument above does not protect it.

Backward Euler shows how it fails. For $a=0$, one step gives $\Delta T=(p/2)\rho_{n+1}\Delta\rho$, while
\begin{equation}
\frac p4(\rho_{n+1}^2-\rho_n^2)
=\frac p2\rho_{n+1}\Delta\rho-\frac p4(\Delta\rho)^2 .
\end{equation}
The excess of trapped threads is thus $(p/4)\sum(\Delta\rho)^2$. On the grid $t_k=t_{\rm end}(k/n)^4$, growth as $\rho\propto\sqrt t$ means $\rho\propto(k/n)^2$. The relative excess is then about $\int_0^1(2s)^2ds/n=4/(3n)$, or 3.3\% for $n=40$.

\section{The slow regime and a hand estimate}

At first trapping is weak: $N\simeq2Jt$ and $\rho\simeq vJt^2$. The trapping rate $vp\rho/2$ reaches $1/t$ at
\begin{equation}
t_*=\left(\frac{2}{pJv^2}\right)^{1/3}.
\end{equation}
Later $N$ follows the balance of birth and loss. Neglecting $\dot N$ and mobile--mobile annihilation in (\ref{N}),
\begin{equation}
vN\simeq\frac{2J}{p\rho/2+aT}.
\label{slave}
\end{equation}
The swept-length rate $gvN$ no longer contains $v$: faster threads are trapped sooner. With $\ell=0$, the births satisfy $2\,dn_J/d\rho=p\rho/2+aT$. Substituting $aT=p\rho/2-dT/d\rho$ and integrating,
\begin{equation}
2n_J\simeq\frac{p\rho^2}{2}-T .
\label{slow}
\end{equation}

If annihilation is also dropped, $\dot\rho=4Jg/(p\rho)$. With $x=\rho/\rho_{\rm eq}$, separation of variables gives
\begin{equation}
-x-\ln(1-x)=\frac{4Jt}{p\rho_{\rm eq}^2}.
\label{hand}
\end{equation}
For $x\ll1$ the left side is $x^2/2$, hence $\rho\simeq\sqrt{8Jt/p}$. At long times $x$ tends to one, and the model reaches the minimum of $E$, not zero strain.

\section{An annealed silicon--germanium film}

Take rough values for 100 nm of Si$_{0.8}$Ge$_{0.2}$ on Si(001), annealed for 1800 s at 700 $^\circ$C: $f=0.8\%$, $\mu=64$ GPa, $\nu=0.28$, $b=0.386$ nm, $p=0.01$, $w=100$ nm and $N_0=1000$ cm$^{-2}$. The initial speed is $(10^4\ {\rm m/s})(\tau/{\rm MPa})e^{-Q/k_BT_a}$, with barrier $Q=2.2$ eV and anneal temperature $T_a$. The birth rate is $2\times10^5$ cm$^{-2}$s$^{-1}$ per GPa.

These give $M=2(64)(1.28)/0.72=228$ GPa, an initial excess stress of 0.599 GPa, $v=24.2$ $\mu$m/s, $J=1.20\times10^5$ cm$^{-2}$s$^{-1}$ and $\rho_{\rm eq}=66.8$ $\mu$m$^{-1}$. In micrometre units $J=1.20\times10^{-3}$ $\mu$m$^{-2}$s$^{-1}$, so $t_*=6.6$ s; the computed mobile density peaks near 7.85 s (7.76 s among the points of the time grid).

The right side of (\ref{hand}) is 0.193, which gives $x=0.50$ and $\rho=33.4$ $\mu$m$^{-1}$. The full equations give 32.7 $\mu$m$^{-1}$. The plastic strain is
\begin{equation}
e_p=\tfrac12(0.193\times10^{-3}\,\mu{\rm m})(32.73\,\mu{\rm m}^{-1})=0.316\%.
\end{equation}
This relaxes 39\% of the misfit. The cell constraint is $\varepsilon=0.800-0.316=0.484\%$, so $a_\parallel\simeq0.9952\,a_0$. This is a mean strain: the lines of each array are 61 nm apart, and a small periodic cell does not represent the varying strain near them.

The length balance reads $32.458+0.271=32.729$ $\mu$m$^{-1}$. Its relative gap is $1.1\times10^{-16}$ with births included; omitting them would leave 0.83\%. The size of this term follows from (\ref{slave}): for small $a$, births add the fraction $\ell J/(vN)\simeq\ell p\rho/4$ to the growth of $\rho$, which averages to $\ell p\rho/8=0.79\%$ for $\ell=192$ nm. The thread balance gives $2(1.410)-0.341=2.479$ in units of $10^8$ cm$^{-2}$, against $T=2.478$ and a mobile density of only $5.5\times10^4$ cm$^{-2}$.

\section{Choosing step and convergence threshold}

The fast rate at the end is close to $gv(p\rho/2+aT)$. With $g=0.510$, $p\rho/2=0.164$ $\mu$m$^{-1}$ and $aT=0.0155$ $\mu$m$^{-1}$, it is 2.2 s$^{-1}$, or about 3990 when multiplied by the anneal time. On the quartic grid with 320 steps the last step is 22 s, so its product with the fast rate is about 50. Classical fourth-order Runge--Kutta, stable on the negative real axis only to about 2.8, failed on this grid. An adaptive explicit method with tight tolerances succeeded in 2597 steps. The problem is therefore moderately stiff: the implicit method allows long steps here but is not a necessity. The step counts do not compare cost, since the two runs differ in accuracy and in work per step.

The comparison below separates the checks. Density errors are relative to the explicit solution. Path-law gaps come from separate runs with $\ell=0$ and are relative to (\ref{path}).
\begin{center}
\begin{tabular}{lcc}
 & Radau, 320 steps & Euler, 40 steps\\
Length gap & $1.1\times10^{-16}$ & $9.2\times10^{-17}$\\
Density error & $9.2\times10^{-6}$ & 1.76\%\\
Path-law gap & $2.6\times10^{-8}$ & 2.8\%
\end{tabular}
\end{center}
The Radau density error is the largest over all times and all three densities, each scaled by its maximum; the Euler entry is that of the final $\rho$. The coarse run balances to rounding and is still wrong. Its path-law gap is near the estimated 3.3\%. The two Radau entries are not directly comparable: the density error is a maximum over time, set by the mobile density early in the anneal, whereas the path-law gap is taken at the end. In general the path law serves as an alarm, not as an error bound, because an error in time that moves the state along the curve (\ref{path}) leaves no trace. Step halving is also needed. Going from 160 to 320 steps reduced the largest error by 7.6, near the factor 8 of a third-order method.

With one Newton iteration per step the length gap rose to $8.7\times10^{-6}$, as (\ref{gap}) allows. A different quadrature also opens a gap: the trapezoid rule applied to the stored Radau solution gave $3.1\times10^{-5}$. The guidance is to iterate until the scaled correction is small (here below $10^{-10}$), sum events from the stages, require closure near rounding, and then halve the step until $\varepsilon$ is stable to the accuracy wanted.

\section{How far to trust the imposed strain}

Solver error is not the main uncertainty. The 1.76\% error of the coarse run changes $\varepsilon$ by 0.006 percentage points. Doubling $p$, with all other inputs fixed, lowers $\rho$ by 23.9\% and raises $\varepsilon$ to 0.56\%. Equation (\ref{hand}) predicts a fall of about 24\%; the simple square-root law would give 29\%, because it omits the larger driving force left in the less relaxed film. Lowering the glide barrier to 2.1 eV at fixed birth rate makes threads 3.3 times faster but changes $\rho$ by only 0.004\%, as the slow regime implies. Effort is better spent on source and blocking data than on glide speed, provided that the anneal is much longer than $t_*$.

In a real silicon--germanium film $p$, $w$ and the source rate depend on growth and surface condition, and the linear speed law is extrapolated here to high stress. The isotropic $M$ is too high for a (001) film of this cubic crystal. The elastic constants $C_{11}\simeq158$ GPa and $C_{12}\simeq61$ GPa give $C_{11}+C_{12}-2C_{12}^2/C_{11}\simeq172$ GPa. With this value, and $W$ unchanged, $\rho$ falls by about 14.5\% and $\varepsilon$ rises to 0.53\%. Constant $p$ is also open to doubt. The stress of a crossing line, estimated as $\mu b/[2\pi(1-\nu)r]$, equals the excess stress at $r=9$ nm initially and 18 nm finally. This range doubles as the film relaxes, which suggests stronger blocking. It does not by itself account for trapping here: the channel left above the crossing line, 91 nm initially and 82 nm finally, stays well above the critical thickness at which $Mhb_e\varepsilon=W$, namely 14 and 26 nm. The value of $p$ and permanent trapping are therefore assumptions of the model. If $p$ grows in proportion to this range, as $0.01/g$, $\rho$ falls by 13\%, about half the effect of doubling $p$ throughout. Thermal expansion, with a rough film--substrate difference of $0.7\times10^{-6}$ K$^{-1}$ over 680 K, adds roughly 0.048 percentage points of misfit at the anneal temperature and raises $\rho$ by 4.3\%. If no glide occurs on cooling, the extra misfit disappears but the plastic strain stays, and the room-temperature $\varepsilon$ becomes 0.47\%. Replacing $h$ by the line spacing in the logarithm of $W$ changes the line energy by 3.3\% of the final excess force. This understates the screening by regularly spaced neighbours: for evenly spaced lines below a free surface, the in-plane edge components alone change the force by about 8\%. The germanium interdiffusion length $\sqrt{4Dt}$, with the rough diffusivity $D=(0.03\ {\rm m^2/s})\,e^{-4.7\,{\rm eV}/k_BT_a}$, is about 0.01 nm. The width $w=100$ nm is far above the distance $\mu b/[8\pi(1-\nu)\tau]$, 2 to 5 nm here, within which opposite edge dislocations hold each other against the excess stress; setting $w=0$ raises $\rho$ by 2.6\%, and a fourfold $a$ lowers it by 5.2\%. Surface roughening is excluded by the flat-film assumption, the model contains no dislocation multiplication, and neither has been sized.

For the assumed inputs the model gives a compressive cell strain near 0.5\%. A second calculation at 0.56\% shows whether the electronic property of interest is sensitive to a doubling of $p$. For a particular film the source rate and $p$ must first be measured or bounded, since by (\ref{hand}) the misfit-line density depends on $J/p$. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Film thickness: 100 nm
Misfit: 0.8 %
Shear modulus: 64 GPa
Poisson ratio: 0.28
Burgers vector: 0.386 nm
Anneal temperature: 700 C
Anneal time: 1800 s
Glide barrier: 2.2 eV
Blocking probability per crossing: 0.01
Annihilation capture width: 100 nm
Initial threads: 1000 cm^-2
Initial excess shear stress: 0.59924 GPa
Initial glide speed: 24.22 um/s
Initial loop birth rate: 1.1985e+05 cm^-2 s^-1
Equivalent length of one birth: 192.38 nm
Equilibrium misfit length per area: 66.843 um^-1
t = 7.03 s: rho 1.2647 um^-1, mobile 1.26e+06 cm^-2, trapped 3.984e+05 cm^-2
t = 112.50 s: rho 9.7403 um^-1, mobile 1.981e+05 cm^-2, trapped 2.317e+07 cm^-2
t = 569.53 s: rho 20.4114 um^-1, mobile 9.145e+04 cm^-2, trapped 9.921e+07 cm^-2
t = 1800.00 s: rho 32.7292 um^-1, mobile 5.525e+04 cm^-2, trapped 2.478e+08 cm^-2
Peak mobile density on grid: 1.276e+06 cm^-2
Time of that peak: 7.76 s
Final plastic strain: 0.31584 %
Final relaxed share of misfit: 39.48 %
Final misfit line spacing in each array: 61.11 nm
Thread-swept length per area: 32.4579 um^-1
Birth length per area: 0.2713 um^-1
Birth share of plastic strain: 0.829 %
Loops born: 1.41e+08 cm^-2
Threads annihilated: 3.412e+07 cm^-2
Length balance, relative gap: 1.1e-16
Thread balance, relative gap: 2.2e-16
Length gap with trapezoid sum at nodes: 3.1e-05
Length gap with one Newton iteration: 8.7e-06
Radau largest scaled error, 320 steps: 9.2e-06
Error ratio, 160 to 320 steps: 7.61
Coarse Euler (40 steps) length gap: 9.2e-17
Coarse Euler error of rho: 1.76 %
Path-law gap, Radau 320 steps: 2.6e-08
Path-law gap, Euler 40 steps: 2.8 %
Slow-balance gap: 0.054 %
Fastest final rate times anneal time: 3986
Steps of explicit reference solver: 2597
rho change, glide barrier 2.1 eV: 0.00386 %
rho change, blocking probability 0.02: -23.9 %
Thermal misfit (rough): 0.048 %
rho change from thermal misfit: 4.3 %
Line-energy screening / final excess force: 3.3 %
Range of crossing-line stress at start: 9.1 nm
Range of crossing-line stress at end: 18 nm
Ge interdiffusion length (rough): 0.01 nm
\end{verbatim}
